# Attenuation of lamp-induced temperature ripple by wafer rotation

## Temperature ripple of a rotating wafer

A wafer rotates at angular speed $\Omega>0$ under lamps fixed in the laboratory. At a given radius the absorbed flux varies around the rotation axis as a single harmonic $\cos m\phi$, with $m\ge1$. If small temperature deviations relax at rate $\gamma$, and heat conduction along the wafer is neglected, the late-time ripple amplitude is smaller than that of the same wafer at rest by the factor

$$g=\frac{\gamma}{\sqrt{\gamma^2+m^2\Omega^2}} .\tag{1}$$

The comparison holds the lamp pattern, the mean flux and the wafer properties fixed. A lamp pattern with $m$-fold symmetry may also contain the harmonics $2m,3m,\ldots$; equation (1) then applies to the fundamental, and the others are treated below.

### Heat balance of one element

Let $\theta$ be the angle of a material element, measured in the wafer, and $\phi$ its angle in the laboratory. With the two origins coinciding at $t=0$,

$$\phi=\theta+\Omega t .\tag{2}$$

The wafer is taken to be thin enough for its temperature $T$ to be uniform through the thickness $d$. Its heat capacity per unit area is $C=\rho c\,d$, with density $\rho$ and specific heat $c$. Both faces have emissivity $\varepsilon$ and radiate to walls at temperature $T_w$. With $\sigma$ the Stefan–Boltzmann constant,

$$C\frac{dT}{dt}=Q\,[1+\eta\cos m\phi]-2\varepsilon\sigma\,(T^4-T_w^4).\tag{3}$$

Here $Q$ is the mean absorbed flux and $\eta\ll1$ its relative modulation. The mean flux holds the wafer at $T_0$:

$$Q=2\varepsilon\sigma\,(T_0^4-T_w^4).\tag{4}$$

Write $T=T_0+\tau$. To first order in $\tau$, $T^4=T_0^4+4T_0^3\tau$. Substituting this in (3), cancelling the mean terms by (4), dividing by $C$ and using (2) gives

$$\frac{d\tau}{dt}=-\gamma\tau+s\cos[m(\theta+\Omega t)],\tag{5}$$

$$\gamma=\frac{8\varepsilon\sigma T_0^3}{C},\qquad s=\frac{\eta Q}{C}.\tag{6}$$

The rate $\gamma$ describes how fast an element forgets a disturbance, and $s$ is the largest excess heating rate. Both $\varepsilon$ and $C$ are held constant over the small range of the ripple.

### Solution

Equation (5) contains $\theta$ as a fixed parameter. Set $\tau=\mathrm{Re}[b(t)e^{im\theta}]$. Then (5) becomes

$$\mathrm{Re}\left[(\dot b+\gamma b-s\,e^{im\Omega t})\,e^{im\theta}\right]=0 .$$

This must hold for every $\theta$. The choice $\theta=0$ makes the real part of the round bracket vanish, and $m\theta=\pi/2$ makes its imaginary part vanish. Hence

$$\dot b+\gamma b=s\,e^{im\Omega t}.\tag{7}$$

Multiplication by $e^{\gamma t}$ turns the left side into a total derivative:

$$\frac{d}{dt}\left(b\,e^{\gamma t}\right)=s\,e^{(\gamma+im\Omega)t}.$$

For a wafer that is uniform at $t=0$, so that $b(0)=0$, integration from $0$ to $t$ and multiplication by $e^{-\gamma t}$ give

$$b(t)=\frac{s}{\gamma+im\Omega}\left(e^{im\Omega t}-e^{-\gamma t}\right).\tag{8}$$

When $\gamma t\gg1$ the second term has died away. Writing the denominator in polar form,

$$\gamma+im\Omega=\sqrt{\gamma^2+m^2\Omega^2}\;e^{i\delta},\qquad \tan\delta=\frac{m\Omega}{\gamma},$$

and using (2) once more, we obtain

$$\tau=\frac{s}{\sqrt{\gamma^2+m^2\Omega^2}}\cos(m\phi-\delta).\tag{9}$$

Each element oscillates in time, while the pattern seen from the laboratory stands still. Its maximum lies at $\phi=\delta/m$, displaced from the flux maximum in the direction of rotation.

For the wafer at rest, $\Omega=0$ in (9), and the amplitude is

$$\frac{s}{\gamma}=\frac{\eta Q}{8\varepsilon\sigma T_0^3}=\frac{\eta\,(T_0^4-T_w^4)}{4T_0^3},\tag{10}$$

where (6) and (4) were used in turn. Dividing the amplitude in (9) by $s/\gamma$ gives (1).

### Slow and fast rotation

For $m\Omega\ll\gamma$, expansion of the square root gives $g\simeq1-m^2\Omega^2/(2\gamma^2)$. Each element then nearly follows the local steady temperature.

For $m\Omega\gg\gamma$, $g\simeq\gamma/(m\Omega)$ and the amplitude is $s/(m\Omega)$. This follows directly from the heat received: relaxation is negligible during one oscillation, and the temperature rise during the half-period of above-average flux is

$$\int_{-\pi/(2m\Omega)}^{\pi/(2m\Omega)}s\cos(m\Omega t)\,dt=\frac{2s}{m\Omega},$$

which is twice the amplitude. The temperature peaks as the flux falls through its mean, so $\delta$ approaches $90^\circ$.

The start-up term in (8) has a fixed phase in the wafer frame. It is the memory of the orientation in which heating began. Its initial size equals the late-time amplitude, so rotation reduces it by the same factor $g$; afterwards it decays at rate $\gamma$, whatever the speed. At $t=\pi/(m\Omega)$ the two terms add in phase, and the amplitude is $1+e^{-\pi\gamma/(m\Omega)}$ times its late value, nearly double for fast rotation. This supposes that the drive is switched on abruptly. If it rises as $1-e^{-t/t_r}$, the coefficient of $e^{-\gamma t}$ is multiplied by $1/|1-(\gamma+im\Omega)t_r|$ in magnitude, about $1/(m\Omega t_r)$ for fast rotation when the rise spans many flux periods.

### Patterns with several harmonics

Let the drive in (5) be $\sum_{k\ge1}s_k\cos(km\phi-\alpha_k)$. Because the equation is linear, each term responds separately, with the factor

$$g_k=\frac{\gamma}{\sqrt{\gamma^2+k^2m^2\Omega^2}}\le g_1=g .$$

By Parseval's relation the mean square ripple around the ring is

$$\tau_{\rm rms}^2=\frac12\sum_k\left(\frac{s_k}{\gamma}\right)^2g_k^2\le g^2\,\frac12\sum_k\left(\frac{s_k}{\gamma}\right)^2.\tag{11}$$

The rms ripple is therefore reduced at least as strongly as (1) states. The peak ripple need not be. Consider $2m$ equal sectors in which the drive is alternately $+s$ and $-s$. An element spends a time $t_h=\pi/(m\Omega)$ in each. In the periodic state it enters a bright sector at $-\tau_p$ and leaves at $+\tau_p$. Inside the sector, with $t$ counted from entry,

$$\tau(t)=\frac{s}{\gamma}-\left(\frac{s}{\gamma}+\tau_p\right)e^{-\gamma t}.$$

Setting $\tau(t_h)=\tau_p$ and collecting the terms in $\tau_p$ gives

$$\tau_p=\frac{s}{\gamma}\,\frac{1-e^{-\gamma t_h}}{1+e^{-\gamma t_h}}=\frac{s}{\gamma}\tanh\frac{\pi\gamma}{2m\Omega}.\tag{12}$$

At rest the peak is $s/\gamma$, so the hyperbolic tangent is the peak attenuation. For fast rotation it tends to $\pi\gamma/(2m\Omega)$, which is $\pi/2$ times the value of $g$.

Two kinds of error escape averaging altogether. A flux error that depends on radius alone looks constant to a rotating element. So does an absorption error fixed to the wafer under axisymmetric light. Neither gives a time-dependent drive in (5), and with lateral conduction neglected the response is the drive divided by $\gamma$ at any speed. For the absorption error this supposes a uniform emissivity. Where both faces emit more in the same proportion as the wafer absorbs, the steady temperature is unchanged.

### Worked example: lamp annealing of silicon

Take a silicon wafer of radius 150 mm and thickness 0.775 mm at $T_0=1323$ K, with walls at 400 K. Rough values for hot silicon are $\varepsilon=0.70$, $\rho=2330$ kg/m³, $c=920$ J/(kg K) and thermal conductivity $\kappa=25$ W/(m K). The results carry the uncertainty of these inputs: a specific heat near 990 J/(kg K), closer to tabulated data at this temperature, lowers $\gamma$, $g$ and the rotating ripple by about 7%. The wafer turns at 90 rpm, and the lamps have $m=3$ and $\eta=0.020$. The rates follow from (6):

$$C=2330\times920\times0.775\times10^{-3}=1661\ \mathrm{J/(m^2\,K)},$$

$$\gamma=\frac{8\times0.70\,\sigma\times1323^3}{1661}=0.443\ \mathrm{s^{-1}},\qquad m\Omega=3\times\frac{2\pi\times90}{60}=28.3\ \mathrm{s^{-1}}.$$

The relaxation time is 2.26 s, many times the period of the flux seen by an element. Equation (1) gives

$$g=\frac{0.443}{\sqrt{0.443^2+28.3^2}}=0.0157 .$$

By (10), the ripple at rest is $0.020\,(1323^4-400^4)/(4\times1323^3)=6.56$ K. Rotation reduces it to $0.0157\times6.56=0.103$ K. The phase lag is $89.1^\circ$, and the temperature maximum stands $29.7^\circ$ beyond the flux maximum. Shortly after an abrupt start from a uniform wafer, at 0.111 s, the amplitude is 0.200 K, close to twice its late value. With a rise time $t_r=0.3$ s the overshoot is only about 5%.

The linearisation costs little here. Numerical integration of (3) for 24 elements around the ring, followed for a time $20/\gamma$ and compared with the steady solution of (3) at rest, also gives a ratio of 0.0157.

For bright and dark sectors with the same rates, (12) gives a peak ratio of 0.0246, larger than $g$. The rms ratio, from integrating the square of the solution over one sector, is 0.0142, smaller than $g$, as (11) requires.

### What the model leaves out

**Temperature differences through the thickness.** Suppose the lamp flux is absorbed at one face, $z=0$. Let its oscillating part have amplitude $F$ and frequency $\omega=m\Omega$, and let $D=\kappa/(\rho c)$. If surface loss is neglected during an oscillation, the complex amplitude $u(z)$ obeys $Du''=i\omega u$, with $-\kappa u'(0)=F$ and $u'(d)=0$. With $q=\sqrt{i\omega/D}$ the solution is

$$u(z)=\frac{F\cosh q(d-z)}{\kappa q\sinh qd}.$$

Its mean over the thickness is $F/(\kappa q^2d)=F/(i\omega C)$, the fast-rotation result of the thin-wafer model. The lit face exceeds this mean by the factor

$$\left|\frac{u(0)}{\bar u}\right|=|x\coth x|,\qquad x=qd,\qquad x^2=i\beta,\quad \beta=\frac{m\Omega d^2}{D}.\tag{13}$$

From $x\coth x=1+x^2/3-x^4/45+\ldots$, the excess for small $\beta$ is $7\beta^2/90$. In the example $D=11.7$ mm²/s and $\beta\simeq1.5$, which is not small, and the full expression gives 1.15. A finite-volume solution through the thickness, with radiative loss at both faces, gives ripples of 0.118 K at the lit face, 0.101 K at the back and 0.1025 K on average. Equation (1) thus describes the mean well and underestimates the ripple of the lit face by about 13% of its value. The phase lag of $89.1^\circ$ likewise belongs to the mean: it is $65^\circ$ at the lit face and $103^\circ$ at the back, so the maxima there stand $22^\circ$ and $34^\circ$ beyond the flux maximum. Since $\beta$ grows with $\Omega$, this discrepancy grows with speed.

**Lateral conduction.** On a ring of radius $r$, conduction adds $(D/r^2)\,\partial^2\tau/\partial\theta^2$ to (5). For the harmonic $m$ this is $-(Dm^2/r^2)\tau$, so $\gamma$ is replaced by $\gamma+Dm^2/r^2$. At 100 mm the addition is 0.0105 s⁻¹, about 2% of $\gamma$. A finite-volume solution for the whole disc, with radial conduction included, $\eta$ equal at all radii and no heat crossing the rim, gives 6.41 K at rest and 0.103 K in rotation at this radius. The attenuation becomes 0.0160. At this radius conduction slightly lowers the ripple at rest but hardly changes the rotating one, whose size is set by $m\Omega$. The added rate equals $\gamma$ at a radius of 15 mm, so near the centre (1) is not a usable estimate of the ratio.

**Heat exchange and ramps.** The values of $m$ and $\eta$ in the example are round choices. The model also assumes cold, black surroundings, whereas reflectors in a lamp chamber return part of the wafer's emission. Suppose they return half of the net emission. The flux needed to hold $T_0$, and with it $s$, halves at fixed $\eta$, and the rotating ripple, close to $s/(m\Omega)$, halves with it. The ratio $g$ depends on where the radiation lands. If each element receives back its own emission, $\gamma$ halves, $g$ falls to 0.0078 and the ripple at rest is unchanged. If the returned radiation is spread evenly around the ring, its $\cos m\phi$ part is lost, so the ripple relaxes at the original $\gamma$; $g$ stays at 0.0157 and the ripple at rest halves to 3.28 K. A reflector at a finite distance lies between these limits. Conduction through still gas layers 10 mm thick on both sides, with a rough conductivity of 0.05 W/(m K), adds 1.4% to $\gamma$.

During a ramp at rate $R$ the lamps must also supply $CR$, so that $s=\eta(Q/C+R)$. With $Q=241$ kW/m² and $R=150$ K/s, the rotating ripple at 1323 K is

$$\frac{0.020\,(241\times10^3/1661+150)}{28.3}=0.209\ \mathrm{K},$$

twice the value for a held temperature. Integration of (3) with the lamp power raised to follow this ramp from a uniform 1023 K gives 0.21 K for the part that stands still in the laboratory. This part is taken as half the difference between the patterns in the wafer at two times half a flux period apart, a separation good to a few percent. The decaying start-up pattern, fixed in the wafer, is superposed on it and alternately strengthens and weakens the total ripple as the wafer turns.

**Millisecond pulses.** Let a pulse of constant flux last $t_p$. With the material properties held constant during the pulse, let $K(u)\ge0$ be the surface temperature response a time $u$ after a unit heat input. The ripple at the end of the pulse, relative to that of a wafer at rest, is

$$p=\frac{\int_0^{t_p}K(u)\,e^{im\Omega(t_p-u)}du}{\int_0^{t_p}K(u)\,du},\qquad |p-1|\le m\Omega t_p .\tag{14}$$

The bound follows from $|e^{iy}-1|\le|y|$ and $K\ge0$. For $t_p=1.0$ ms it is 0.028. Heat then penetrates about $\sqrt{Dt_p}=0.11$ mm, much less than the thickness, and the response of a deep solid, $K\propto u^{-1/2}$, is appropriate. Numerical integration gives $|p|=0.99996$. At this speed the wafer turns by only about half a degree during the pulse, and a flash pattern with $m=3$ is printed on it almost unattenuated. Rotation can smooth the preceding slow heating, but for such coarse patterns the uniformity of the pulse must come from the flash itself.

Numbers in the example were calculated in double precision.
